# How Linewidth Variance Divides Between Segment Roughness and Segment Averages: a numerical check

```python
"""Linewidth variance partition for segments of any length.

Result under test: W + V = sigma^2 for stationary linewidth fluctuations.
W: expected variance inside a segment, about that segment's own mean.
V: variance of the segment-average width over the ensemble.
sigma^2: total variance of the local width; xi: correlation length.
Lengths are in nm and variances in nm^2. Inside-segment variances divide
by the number of samples unless a test explicitly uses one fewer.
"""
from itertools import product
import numpy as np
from scipy.optimize import brentq
from scipy.signal import lfilter


# Exact expectations for a non-Gaussian line with two possible widths.
narrow, wide = 18.0, 21.0
p_up, p_down = 0.1, 0.3
transition = np.array([[1 - p_up, p_up], [p_down, 1 - p_down]])
p_wide = p_up / (p_up + p_down)
memory = 1 - p_up - p_down
jump = wide - narrow
chain_variance = jump**2 * p_wide * (1 - p_wide)


def all_paths(count, initial_wide):
    """Return every width sequence and its probability."""
    states = np.array(list(product([0, 1], repeat=count)))
    probability = np.where(states[:, 0] == 1, initial_wide, 1 - initial_wide)
    for i in range(1, count):
        probability = probability * transition[states[:, i - 1], states[:, i]]
    return narrow + jump * states, probability


def partition(widths, probability):
    """Evaluate W and V directly from their definitions."""
    means = widths.mean(axis=1)
    grand_mean = probability @ means
    within = probability @ widths.var(axis=1)
    between = probability @ (means - grand_mean)**2
    return within, between


print(f"Two-state widths: {narrow:.1f}, {wide:.1f} nm")
print(f"Switch probabilities up, down: {p_up:.2f}, {p_down:.2f}")
print(f"Two-state total variance: {chain_variance:.6f} nm^2")
for count in (1, 2, 5, 10):
    widths, probability = all_paths(count, p_wide)
    within, between = partition(widths, probability)
    lags = np.arange(1, count)
    predicted = chain_variance / count**2 * (
        count + 2 * np.sum((count - lags) * memory**lags))
    assert abs(probability.sum() - 1) < 1e-12
    assert abs(within + between - chain_variance) < 1e-11
    assert abs(between - predicted) < 1e-11
    print(f"N={count}: W={within:.6f}, V={between:.6f} nm^2")

# Using N-1 inside each segment changes the expected sum.
count = 10
bessel_within = probability @ widths.var(axis=1, ddof=1)
bessel_sum = bessel_within + between
assert abs(bessel_sum - chain_variance - within / (count - 1)) < 1e-11
print(f"N=10 sum with N-1 normalization: {bessel_sum:.6f} nm^2")

# Removing a fitted slope loses the variance carried by that slope.
position = np.arange(count) - (count - 1) / 2
coefficients = np.polyfit(position, widths.T, 1)
fit = coefficients[0][:, None] * position + coefficients[1][:, None]
detrended_within = probability @ np.mean((widths - fit)**2, axis=1)
separation = np.abs(np.subtract.outer(position, position))
covariance = chain_variance * memory**separation
position_square = position @ position
slope_square = position @ covariance @ position / position_square**2
loss = slope_square * position_square / count
detrended_sum = detrended_within + between
assert abs(detrended_sum - (chain_variance - loss)) < 1e-10
assert loss > 0.01
print(f"N=10 sum after slope removal: {detrended_sum:.6f} nm^2")

# An independent random offset of a whole line enters only V.
offset = 1.0
offset_widths = np.vstack((widths - offset, widths + offset))
offset_probability = np.tile(probability / 2, 2)
offset_within, offset_between = partition(offset_widths, offset_probability)
assert abs(offset_within - within) < 1e-11
assert abs(offset_between - between - offset**2) < 1e-11
print(f"Line offset standard deviation: {offset:.1f} nm")
print(f"With offset: W={offset_within:.6f}, V={offset_between:.6f} nm^2")

# A line always starting wide has a changing local mean and variance.
start_widths, start_probability = all_paths(count, 1.0)
start_within, start_between = partition(start_widths, start_probability)
local_p = p_wide + (1 - p_wide) * memory**np.arange(count)
average_variance = np.mean(jump**2 * local_p * (1 - local_p))
mean_variation = np.var(narrow + jump * local_p)
start_sum = start_within + start_between
assert abs(start_sum - average_variance - mean_variation) < 1e-11
assert abs(start_sum - chain_variance) > 0.05
print(f"Nonstationary average local variance: {average_variance:.6f} nm^2")
print(f"Nonstationary mean variation: {mean_variation:.6f} nm^2")
print(f"Nonstationary W+V: {start_sum:.6f} nm^2")

# Continuous line with exponentially decaying covariance.
mean_width, sigma, xi = 30.0, 2.0, 20.0
total = sigma**2
nodes, weights = np.polynomial.legendre.leggauss(240)
nodes, weights = (nodes + 1) / 2, weights / 2


def between_formula(length):
    x = length / xi
    return 2 * total * (x + np.expm1(-x)) / x**2


def double_integrals(length):
    """Integrate over pairs of positions, using symmetry across y=y'."""
    distance = length * nodes[:, None] * (1 - nodes[None, :])
    pair_weight = 2 * (weights * nodes)[:, None] * weights[None, :]
    within = total * np.sum(pair_weight * -np.expm1(-distance / xi))
    between = total * np.sum(pair_weight * np.exp(-distance / xi))
    return within, between


def spectral_integrals(length):
    """Integrate the two-sided spectrum, mapping frequency to an angle."""
    points = 400000
    angle = (np.arange(points) + 0.5) * np.pi / (2 * points)
    frequency = np.tan(angle) / (2 * np.pi * xi)
    spectrum = 2 * total * xi / (1 + (2 * np.pi * frequency * xi)**2)
    jacobian = 1 / (2 * np.pi * xi * np.cos(angle)**2)
    measure = 2 * spectrum * jacobian * np.pi / (2 * points)
    low_pass = np.sinc(frequency * length)**2
    return np.sum(measure * (1 - low_pass)), np.sum(measure * low_pass)


# A Gaussian record with the same covariance at its sampling positions.
sample_step = 1.0
sample_count = 4000000
seed = 12345
rng = np.random.default_rng(seed)
correlation = np.exp(-sample_step / xi)
drive = rng.normal(size=sample_count) * sigma * np.sqrt(1 - correlation**2)
drive[0] = sigma * rng.normal()
record = mean_width + lfilter([1.0], [1.0, -correlation], drive)
record_variance = record.var()
record_length = sample_count * sample_step
assert abs(record_variance / total - 1) < 5 * np.sqrt(2 * xi / record_length)

print(f"Mean width, sigma, xi: {mean_width:.1f}, {sigma:.1f}, {xi:.1f} nm")
print(f"Total variance: {total:.6f} nm^2; 3 sigma: {3*sigma:.4f} nm")
print(f"Record step: {sample_step:.1f} nm; samples: {sample_count}")
print(f"Record variance: {record_variance:.5f} nm^2")
for length in (20, 100, 500, 2000):
    within, between = double_integrals(length)
    spectral_within, spectral_between = spectral_integrals(length)
    assert abs(between - between_formula(length)) < 1e-10
    assert abs(within + between - total) < 1e-10
    assert abs(spectral_within - within) < 1e-6
    assert abs(spectral_between - between) < 1e-6

    segments = record.reshape(-1, int(length / sample_step))
    sample_within = segments.var(axis=1).mean()
    sample_between = segments.mean(axis=1).var()
    assert abs(sample_within + sample_between - record_variance) < 1e-9
    # Five estimated standard errors, allowing for correlated segments.
    tolerance = 5 * np.sqrt(2 * (length + xi) / record_length)
    assert abs(sample_within / within - 1) < tolerance
    assert abs(sample_between / between - 1) < tolerance
    print(f"L={length} nm: W={within:.5f}, V={between:.5f} nm^2")
    print(f"  3 sqrt(W)={3*np.sqrt(within):.4f} nm")
    print(f"  3 sqrt(V)={3*np.sqrt(between):.4f} nm")
    print(f"  record W={sample_within:.5f}, V={sample_between:.5f} nm^2")

# The equal-share length and the two limiting laws.
equal_length = brentq(lambda length: between_formula(length) - total / 2,
                      0.1 * xi, 10 * xi)
equal_within, equal_between = double_integrals(equal_length)
assert abs(equal_within - equal_between) < 1e-9
short_length, long_length = 0.01 * xi, 100 * xi
short_ratio = double_integrals(short_length)[0] / (
    total * short_length / (3 * xi))
long_ratio = double_integrals(long_length)[1] / (
    2 * total * xi / long_length)
assert abs(short_ratio - 1) < 0.003
assert abs(long_ratio - 1) < 0.011
print(f"Length where W=V: {equal_length:.4f} nm")
print(f"W / short-segment law at L={short_length:.1f} nm: {short_ratio:.6f}")
print(f"V / long-segment law at L={long_length:.0f} nm: {long_ratio:.6f}")
print("no test failed")
```

It prints:

```
Two-state widths: 18.0, 21.0 nm
Switch probabilities up, down: 0.10, 0.30
Two-state total variance: 1.687500 nm^2
N=1: W=0.000000, V=1.687500 nm^2
N=2: W=0.337500, V=1.350000 nm^2
N=5: W=0.804384, V=0.883116 nm^2
N=10: W=1.138297, V=0.549203 nm^2
N=10 sum with N-1 normalization: 1.813977 nm^2
N=10 sum after slope removal: 1.339204 nm^2
Line offset standard deviation: 1.0 nm
With offset: W=1.138297, V=1.549203 nm^2
Nonstationary average local variance: 1.735161 nm^2
Nonstationary mean variation: 0.478395 nm^2
Nonstationary W+V: 2.213557 nm^2
Mean width, sigma, xi: 30.0, 2.0, 20.0 nm
Total variance: 4.000000 nm^2; 3 sigma: 6.0000 nm
Record step: 1.0 nm; samples: 4000000
Record variance: 4.01579 nm^2
L=20 nm: W=1.05696, V=2.94304 nm^2
  3 sqrt(W)=3.0843 nm
  3 sqrt(V)=5.1466 nm
  record W=1.05381, V=2.96198 nm^2
L=100 nm: W=2.71784, V=1.28216 nm^2
  3 sqrt(W)=4.9458 nm
  3 sqrt(V)=3.3970 nm
  record W=2.71581, V=1.29997 nm^2
L=500 nm: W=3.69280, V=0.30720 nm^2
  3 sqrt(W)=5.7650 nm
  3 sqrt(V)=1.6628 nm
  record W=3.70815, V=0.30764 nm^2
L=2000 nm: W=3.92080, V=0.07920 nm^2
  3 sqrt(W)=5.9403 nm
  3 sqrt(V)=0.8443 nm
  record W=3.93729, V=0.07849 nm^2
Length where W=V: 51.1386 nm
W / short-segment law at L=0.2 nm: 0.997505
V / long-segment law at L=2000 nm: 0.990000
no test failed
```
